**Voigt factors checked by tensor inversion and rotation**

With engineering shear strains, the stiffness $C$ and the piezoelectric stress coefficients $e$ carry no Voigt factors, while $S_{\alpha\beta}=m_\alpha m_\beta S_{ijkl}$ and $d_{i\alpha}=m_\alpha d_{ijk}$. Here $S$ is the compliance, $d$ the piezoelectric strain tensor, and $m$ is 1 for normal and 2 for shear indices. The program asserts these rules for a triclinic model tensor, comparing the matrix inverse with a pseudo-inverse of the $9\times9$ array and obtaining $C$ and $e$ from finite differences. For a model cubic crystal of class $\bar43m$ it asserts that rotating $C$ and $e$ before the matrix algebra agrees with rotating the tensors $S$ and $d$ and then applying the factors, for the $[111]$ axes and for a general rotation. The output shows $S_{44}=16.6667$ against $S_{2323}=4.1667$ TPa⁻¹ in the crystal axes, and $d'_{15}=-2.8868$ against $d'_{113}=-1.4434$ pC/N in the rotated ones. It also shows that omitting the factors before the rotation changes Young's modulus along $[111]$ from 141.43 to 42.13 GPa and doubles $d'_{33}$, while $d'_{15}$ stays correct by cancellation.

## Numerical verification

```python
# Result under test: with engineering shear strain (eta_4 = 2 eps_23, etc.)
#   C_ab = C_ijkl,  e_ia = e_ijk            (no factors)
#   S_ab = m_a m_b S_ijkl,  d_ia = m_a d_ijk (m = 1 normal, 2 shear)
# so S44 = 4 S2323 and d15 = 2 d113.
# C: stiffness (GPa), S: compliance (1/TPa when printed),
# e: piezoelectric stress tensor (C/m^2), d: piezoelectric strain tensor (pC/N).
# Tensor inverses come from the 9x9 pseudo-inverse, which knows no Voigt factors.
import numpy as np

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
M = np.array([1., 1., 1., 2., 2., 2.])
DELTA = np.eye(3)
SYM_ID = 0.5 * (np.einsum('ik,jl->ijkl', DELTA, DELTA)
                + np.einsum('il,jk->ijkl', DELTA, DELTA))


def read4(t):
    """Read a four-index tensor into a 6x6 matrix without any factor."""
    return np.array([[t[p + q] for q in PAIRS] for p in PAIRS])


def read3(t):
    """Read a three-index tensor into a 3x6 matrix without any factor."""
    return np.array([[t[(i,) + p] for p in PAIRS] for i in range(3)])


def copy4(mat):
    """Copy a 6x6 matrix into a tensor without any factor."""
    t = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(PAIRS):
        for b, (k, l) in enumerate(PAIRS):
            t[i, j, k, l] = t[j, i, k, l] = mat[a, b]
            t[i, j, l, k] = t[j, i, l, k] = mat[a, b]
    return t


def copy3(mat):
    """Copy a 3x6 matrix into a tensor without any factor."""
    t = np.zeros((3, 3, 3))
    for a, (j, k) in enumerate(PAIRS):
        t[:, j, k] = t[:, k, j] = mat[:, a]
    return t


def tensor_inverse(c):
    return np.linalg.pinv(c.reshape(9, 9), rcond=1e-10).reshape(3, 3, 3, 3)


def rotate4(r, t):
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, t, optimize=True)


def rotate3(r, t):
    return np.einsum('ai,bj,ck,ijk->abc', r, r, r, t, optimize=True)


def strain(eta):
    """Symmetric strain tensor belonging to six engineering strains."""
    eps = np.zeros((3, 3))
    for a, (i, j) in enumerate(PAIRS):
        eps[i, j] = eps[j, i] = eta[a] / (1 if i == j else 2)
    return eps


def energy(c, eps):
    return 0.5 * np.einsum('ij,ijkl,kl->', eps, c, eps)


def close(x, y, tol=1e-9):
    return np.allclose(x, y, rtol=tol, atol=tol)


# ---- general rules on a triclinic tensor built directly from its indices
rng = np.random.default_rng(7)
B = rng.normal(size=(12, 3, 3))
B = B + B.transpose(0, 2, 1)
C_tri = np.einsum('pij,pkl->ijkl', B, B)
e_tri = rng.normal(size=(3, 3, 3))
e_tri = e_tri + e_tri.transpose(0, 2, 1)
S_tri = tensor_inverse(C_tri)
assert close(np.einsum('ijkl,klmn->ijmn', C_tri, S_tri), SYM_ID)
assert np.linalg.matrix_rank(C_tri.reshape(9, 9), tol=1e-8) == 6
S_tri_matrix = np.linalg.inv(read4(C_tri))
assert close(S_tri_matrix, np.outer(M, M) * read4(S_tri))
assert not close(S_tri_matrix, read4(S_tri), 1e-3)
d_tri = np.einsum('ilm,lmjk->ijk', e_tri, S_tri)
assert close(read3(e_tri) @ S_tri_matrix, M * read3(d_tri))

# C and e as derivatives with respect to engineering strain
h = 1e-2
unit = np.eye(6) * h
hessian = np.zeros((6, 6))
slope = np.zeros((3, 6))
for a in range(6):
    polar = [np.einsum('ijk,jk->i', e_tri, strain(s * unit[a])) for s in (1, -1)]
    slope[:, a] = (polar[0] - polar[1]) / (2 * h)
    for b in range(6):
        hessian[a, b] = sum(s * t * energy(C_tri, strain(s * unit[a] + t * unit[b]))
                            for s in (1, -1) for t in (1, -1)) / (4 * h * h)
assert close(hessian, read4(C_tri), 1e-8)
assert close(slope, read3(e_tri))

# ---- model cubic crystal, class -43m
C11, C12, C44, e14 = 120.0, 50.0, 60.0, 0.30
quartic = np.einsum('ip,jp,kp,lp->ijkl', DELTA, DELTA, DELTA, DELTA)
C = (C12 * np.einsum('ij,kl->ijkl', DELTA, DELTA) + 2 * C44 * SYM_ID
     + (C11 - C12 - 2 * C44) * quartic)
e = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (0, 2, 1), (1, 0, 2), (1, 2, 0), (2, 0, 1), (2, 1, 0)]:
    e[i, j, k] = e14
assert np.linalg.eigvalsh(read4(C)).min() > 0

# derivative with respect to the tensor component s = eps_23 = eps_32
shear = np.zeros((3, 3))
shear[1, 2] = shear[2, 1] = h
second_s = (energy(C, shear) + energy(C, -shear)) / h**2
slope_s = np.einsum('jk,jk->', e[0], shear) / h
assert close(second_s, 4 * C44) and close(slope_s, 2 * e14)

S = 1000 * tensor_inverse(C)                     # 1/TPa
S_mat = 1000 * np.linalg.inv(read4(C))           # 1/TPa
d = np.einsum('ilm,lmjk->ijk', e, S)             # pC/N
d_mat = read3(e) @ S_mat                         # pC/N
S11, S12, S44, d14 = S_mat[0, 0], S_mat[0, 1], S_mat[3, 3], d_mat[0, 3]
pair_product = 2 * C[1, 2, 1, 2] * S[1, 2, 1, 2] / 1000
assert close(S44, 4 * S[1, 2, 1, 2]) and close(d14, 2 * d[0, 1, 2])
assert close(pair_product, 0.5) and close(d14, 1000 * e14 / C44)

# ---- rotation to axes with z' along [111]
R = np.array([[1, 1, -2], [-1, 1, 0], [1, 1, 1]], float)
R /= np.linalg.norm(R, axis=1)[:, None]
assert close(R @ R.T, DELTA) and close(np.linalg.det(R), 1)
Q, _ = np.linalg.qr(rng.normal(size=(3, 3)))
Q *= np.linalg.det(Q)                            # a general proper rotation
for rot in (R, Q):
    S_road1 = 1000 * np.linalg.inv(read4(rotate4(rot, C)))
    d_road1 = read3(rotate3(rot, e)) @ S_road1
    assert close(S_road1, np.outer(M, M) * read4(rotate4(rot, S)))
    assert close(d_road1, M * read3(rotate3(rot, d)))

Cr, er = read4(rotate4(R, C)), read3(rotate3(R, e))
Sr = 1000 * np.linalg.inv(Cr)
dr = er @ Sr
S_rot, d_rot = rotate4(R, S), rotate3(R, d)
H = S11 - S12 - S44 / 2
quartic_rot = np.einsum('ip,jp,kp,lp->ijkl', R, R, R, R)
S_formula = (S12 * np.einsum('ij,kl->ijkl', DELTA, DELTA)
             + S44 / 2 * SYM_ID + H * quartic_rot)
assert close(S_formula, S_rot)
assert close(Sr[3, 3], S44 + 4 * H / 3)
assert close(Sr[3, 3], 4 * S_rot[1, 2, 1, 2])
assert close(Sr[0, 4], 2 * S_rot[0, 0, 0, 2])
assert close(dr[0, 4], 2 * d_rot[0, 0, 2])
assert close(dr[0, 4], -d14 / np.sqrt(3)) and close(dr[2, 2], d14 / np.sqrt(3))
terms = er[0] * Sr[:, 4]
assert close(terms[[0, 1, 4]].sum(), dr[0, 4]) and close(terms[[2, 3, 5]], 0)
assert abs(Cr[3, 5]) > 1 and abs(Sr[3, 3] - 1000 / Cr[3, 3]) > 1

# Young's modulus along [111] from the strain under uniaxial stress
n = R[2]
eps_pull = np.linalg.lstsq(C.reshape(9, 9), np.outer(n, n).ravel(),
                           rcond=1e-10)[0].reshape(3, 3)
young = 1 / (n @ eps_pull @ n)
assert close(young, 1000 / Sr[2, 2])

# converse effect: zero stress, field along x'
field = 1e6                                      # V/m
stress_from_field = rotate3(R, e)[0] * field * 1e-9   # GPa
eps_field = np.linalg.lstsq(rotate4(R, C).reshape(9, 9), stress_from_field.ravel(),
                            rcond=1e-10)[0].reshape(3, 3)
assert close(2 * eps_field[0, 2] * 1e6, dr[0, 4] * 1e-12 * field * 1e6)
assert close(eps_field[0, 2] * 1e6, d_rot[0, 0, 2] * 1e-12 * field * 1e6)

# wrong road: matrices copied into tensors without dividing by the factors
S_wrong = read4(rotate4(R, copy4(S_mat)))
d_wrong = read3(rotate3(R, copy3(d_mat)))
assert abs(S_wrong[3, 3] - Sr[3, 3]) > 1 and abs(S_wrong[2, 2] - Sr[2, 2]) > 1
assert close(d_wrong[0, 4], dr[0, 4])            # accidental agreement
assert abs(d_wrong[2, 2] - dr[2, 2]) > 1

# ---- printed numbers
def show(label, value, unit_name, digits=4):
    print(f"{label} = {value:.{digits}f} {unit_name}".rstrip())


print("Crystal axes")
show("C11", C11, "GPa", 1)
show("C12", C12, "GPa", 1)
show("C44", C44, "GPa", 1)
show("e14", e14, "C/m^2", 2)
show("d2u/ds2 with s = eps23 = eps32", second_s, "GPa", 1)
show("dP1/ds with s = eps23 = eps32", slope_s, "C/m^2", 2)
show("S11", S11, "1/TPa")
show("S12", S12, "1/TPa")
show("S44 (matrix inverse)", S44, "1/TPa")
show("S2323 (tensor inverse)", S[1, 2, 1, 2], "1/TPa")
show("2 C2323 S2323", pair_product, "(no unit)")
show("d14 (matrix product)", d14, "pC/N")
show("d123 (tensor contraction)", d[0, 1, 2], "pC/N")
show("H = S11 - S12 - S44/2", H, "1/TPa")
print("Rotated axes, z' along [111]")
show("C'44", Cr[3, 3], "GPa")
show("C'66", Cr[5, 5], "GPa")
show("C'46", Cr[3, 5], "GPa")
show("1/C'44", 1000 / Cr[3, 3], "1/TPa")
show("S'44 (matrix inverse)", Sr[3, 3], "1/TPa")
show("S'2323 (rotated tensor)", S_rot[1, 2, 1, 2], "1/TPa")
show("S'15", Sr[0, 4], "1/TPa")
show("S'1113", S_rot[0, 0, 0, 2], "1/TPa")
show("S'25", Sr[1, 4], "1/TPa")
show("S'55", Sr[4, 4], "1/TPa")
show("S'33", Sr[2, 2], "1/TPa")
show("e'11", er[0, 0], "C/m^2")
show("e'12", er[0, 1], "C/m^2")
show("e'15", er[0, 4], "C/m^2")
show("e'11 S'15", terms[0], "pC/N")
show("e'12 S'25", terms[1], "pC/N")
show("e'15 S'55", terms[4], "pC/N")
show("d'15 (matrix product)", dr[0, 4], "pC/N")
show("d'113 (rotated tensor)", d_rot[0, 0, 2], "pC/N")
show("d'33", dr[2, 2], "pC/N")
show("Young's modulus along [111]", young, "GPa", 2)
show("field along x'", field / 1e6, "MV/m", 1)
show("engineering shear 2 eps'13", 2 * eps_field[0, 2] * 1e6, "1e-6")
show("tensor shear eps'13", eps_field[0, 2] * 1e6, "1e-6")
print("Wrong road: factors not divided out before rotation")
show("wrong S'44", S_wrong[3, 3], "1/TPa")
show("wrong S'33", S_wrong[2, 2], "1/TPa")
show("wrong Young's modulus along [111]", 1000 / S_wrong[2, 2], "GPa", 2)
show("wrong-road d'15 (agrees by accident)", d_wrong[0, 4], "pC/N")
show("wrong d'33", d_wrong[2, 2], "pC/N")
print("all tests passed")
```

Running it gives:

```
Crystal axes
C11 = 120.0 GPa
C12 = 50.0 GPa
C44 = 60.0 GPa
e14 = 0.30 C/m^2
d2u/ds2 with s = eps23 = eps32 = 240.0 GPa
dP1/ds with s = eps23 = eps32 = 0.60 C/m^2
S11 = 11.0390 1/TPa
S12 = -3.2468 1/TPa
S44 (matrix inverse) = 16.6667 1/TPa
S2323 (tensor inverse) = 4.1667 1/TPa
2 C2323 S2323 = 0.5000 (no unit)
d14 (matrix product) = 5.0000 pC/N
d123 (tensor contraction) = 2.5000 pC/N
H = S11 - S12 - S44/2 = 5.9524 1/TPa
Rotated axes, z' along [111]
C'44 = 43.3333 GPa
C'66 = 51.6667 GPa
C'46 = -11.7851 GPa
1/C'44 = 23.0769 1/TPa
S'44 (matrix inverse) = 24.6032 1/TPa
S'2323 (rotated tensor) = 6.1508 1/TPa
S'15 = -2.8060 1/TPa
S'1113 = -1.4030 1/TPa
S'25 = 2.8060 1/TPa
S'55 = 24.6032 1/TPa
S'33 = 7.0707 1/TPa
e'11 = -0.2449 C/m^2
e'12 = 0.2449 C/m^2
e'15 = -0.1732 C/m^2
e'11 S'15 = 0.6873 pC/N
e'12 S'25 = 0.6873 pC/N
e'15 S'55 = -4.2614 pC/N
d'15 (matrix product) = -2.8868 pC/N
d'113 (rotated tensor) = -1.4434 pC/N
d'33 = 2.8868 pC/N
Young's modulus along [111] = 141.43 GPa
field along x' = 1.0 MV/m
engineering shear 2 eps'13 = -2.8868 1e-6
tensor shear eps'13 = -1.4434 1e-6
Wrong road: factors not divided out before rotation
wrong S'44 = 10.3175 1/TPa
wrong S'33 = 23.7374 1/TPa
wrong Young's modulus along [111] = 42.13 GPa
wrong-road d'15 (agrees by accident) = -2.8868 pC/N
wrong d'33 = 5.7735 pC/N
all tests passed
```
